# Anomalous Hall effect without net magnetization in a kagome antiferromagnet

A kagome sheet with one electron per cell can have a Hall conductance of $-1.00000\,e^2/h$ in zero magnetic field while its total magnetization, spin plus orbital, is tuned to zero. If the anomalous Hall effect needed a net magnetization, this could not happen. The electrons move in an exchange field whose in-plane directions are at 120° to one another, canted out of the plane by 3.2° to make the cancellation complete. Without canting the Hall conductance is the same, and a magnetization of 0.07 $\mu_B$ per cell is present. Both magnetizations refer to a chemical potential in the middle of the gap.

Symmetry decides whether a Hall conductance may exist. It does not decide its size, and coplanar noncollinear order with spin-orbit coupling is not by itself enough.

## The model and the response

Hartree atomic units are used, with electron charge $-1$. The conductance quantum $e^2/h$ is then $1/2\pi$. The electrons do not interact and move in a prescribed exchange field:
$$H=\sum_{ij}c_i^\dagger(t+i\lambda\,\mathbf n_{ij}\cdot\boldsymbol\sigma)c_j-J\sum_i c_i^\dagger\,\mathbf m_i\cdot\boldsymbol\sigma\,c_i .$$
The first sum runs over nearest neighbours. The sublattices 1, 2, 3 follow each other counterclockwise around a triangle, and $\hat{\mathbf r}_i$ points from its centre to site $i$. The spin-orbit vectors are $\mathbf n_{12}=-\hat{\mathbf r}_3$ and its cyclic partners, with $\mathbf n_{ji}=-\mathbf n_{ij}$. They lie in the plane, normal to the bonds, and are equal on up and down triangles. Such a coupling is allowed when ligands sit above the up triangles and below the down triangles (point group $D_{3d}$). It is called staggered below, after the placing of the ligands.

The unit vector $\mathbf m_i$ makes an in-plane angle $\eta$ with $\hat{\mathbf r}_i$ and is canted out of the plane by $\delta$. Radial order is $\eta=0$, tangential order $\eta=90^\circ$. Below, coplanar and canted describe the field directions $\mathbf m_i$, and the magnetization is that of the electrons in $H$. Localized spins producing the field are not counted; for $\delta\neq0$ they would add a $z$ component of their own.

Let a field $E$ along $y$ add the energy $Ey$. Its intraband part moves electrons along the bands and belongs to the symmetric Drude response. The interband part changes state $n$ by
$$|\delta n\rangle=-E\sum_{m\ne n}|m\rangle\frac{y_{mn}}{\varepsilon_m-\varepsilon_n},\qquad y_{mn}=\frac{-i\,v^y_{mn}}{\varepsilon_m-\varepsilon_n},$$
where the second relation follows from $v^y=i[H,y]$. The velocity acquired along $x$ is $2\,\mathrm{Re}\langle n|v^x|\delta n\rangle$. Since $\mathrm{Re}(iz)=-\mathrm{Im}\,z$, it equals $-2E\sum_m\mathrm{Im}(v^x_{nm}v^y_{mn})/(\varepsilon_m-\varepsilon_n)^2$. Multiplying by the charge $-1$ and defining $j_x=\sigma_{xy}E$ gives
$$\sigma_{xy}=2\sum_n\int\!\frac{d^2k}{(2\pi)^2}f_n\sum_{m\neq n}\frac{\mathrm{Im}(v^x_{nm}v^y_{mn})}{(\varepsilon_n-\varepsilon_m)^2}.\tag{1}$$
This is the intrinsic part; scattering by impurities is left out. With the Berry curvature $\Omega_n=-2\sum_m\mathrm{Im}(v^x_{nm}v^y_{mn})/(\varepsilon_n-\varepsilon_m)^2$, a filled isolated band of Chern number $C=\frac1{2\pi}\int\Omega\,d^2k$ contributes $\sigma_{xy}=-C/2\pi=-C\,e^2/h$.

## How coplanar moments produce a flux

For large $J$ the low-energy electron on site $i$ has its spin along $\mathbf m_i$:
$$\chi_i=\begin{pmatrix}\cos(\theta/2)\\ \sin(\theta/2)\,e^{i\varphi_i}\end{pmatrix},\qquad \cos\theta=\sin\delta .$$
For a cyclic pair $(i,j)$ let $\alpha$ be the azimuth of $\mathbf n_{ij}$. Then $\varphi_i=\alpha-60^\circ+\eta$ and $\varphi_j=\alpha+60^\circ+\eta$. The overlap is
$$\chi_i^\dagger\chi_j=\frac{1+\sin\delta}2+\frac{1-\sin\delta}2e^{2\pi i/3}=e^{i\pi/3}\Big(\frac12-\frac{i\sqrt3}{2}\sin\delta\Big),$$
as one sees by taking out $e^{i\pi/3}$. The spin-orbit element is
$$\chi_i^\dagger\,\mathbf n_{ij}\cdot\boldsymbol\sigma\,\chi_j=\frac{\sin\theta}{2}\big(e^{i(\varphi_j-\alpha)}+e^{i(\alpha-\varphi_i)}\big)=e^{i\pi/3}\cos\delta\cos\eta .$$
The projected hopping is therefore $e^{i\pi/3}(t/2+i\kappa)$, with
$$\kappa=\lambda\cos\eta\cos\delta-\frac{\sqrt3}{2}\,t\sin\delta .\tag{2}$$
Multiplying $\chi_l$ by $e^{2\pi il/3}$ turns $e^{i\pi/3}$ into $-1$ on every cyclic bond; the three added phases sum to $2\pi$, so this is consistent. What remains is a spinless electron with hopping $-(t/2+i\kappa)$. The phase of $t/2+i\kappa$ cannot be removed: summed around a triangle, it acts as a magnetic flux. For coplanar moments, $\delta=0$, it comes from $\lambda\cos\eta$ alone. Canting adds a second source, which needs no spin-orbit coupling.

The flux opens a gap at the zone corner $\mathbf K=(4\pi/3a,0)$. There the factors $2\cos(\mathbf K\cdot\mathbf d_{ij})$ on the bonds 12, 23, 31 are $-1,1,1$. Changing the sign of the orbital on site 3 makes all cyclic elements equal to $q=t/2+i\kappa$. Such a matrix has eigenvectors $(1,w^l,w^{2l})$ with $w=e^{2\pi i/3}$ and energies $2\,\mathrm{Re}(qw^l)$, measured from $-J$:
$$\varepsilon_0=t,\qquad \varepsilon_{\pm1}=-\frac t2\mp\sqrt3\,\kappa .$$
For $|\kappa|<\sqrt3\,t/2$, which holds throughout below, the gap between the lowest two is $2\sqrt3|\kappa|$.

At finite $J$ the opposite spin states $\bar\chi_i$ matter. Take $\delta=0$. The sign of the spin-orbit term is reversed among them, so their energies are $J-t/2\pm\sqrt3\lambda\cos\eta$. The elements joining the two sets follow from $\bar\chi_j=(1,-e^{i\varphi_j})/\sqrt2$:
$$\chi_i^\dagger(t+i\lambda\mathbf n_{ij}\cdot\boldsymbol\sigma)\bar\chi_j=e^{i\pi/3}W,\qquad W=\lambda\sin\eta-\frac{i\sqrt3}{2}t ,$$
while the reversed bond gives $-e^{-i\pi/3}W$. For $l=\pm1$ the coupling at $\mathbf K$ is $W(w^l-w^{-l})=\pm i\sqrt3\,W$, with squared modulus $3\lambda^2\sin^2\eta+9t^2/4$. Each $l$ is then a two-level problem, whose lower root is
$$E_{\pm}=-\frac t2-\sqrt{(J\pm\sqrt3\lambda\cos\eta)^2+\frac{9t^2}{4}+3\lambda^2\sin^2\eta}\,.\tag{3}$$
Diagonalization of the six-band matrix at three values of $\eta$ confirms this formula.

Take $t=0.01$, $\lambda=0.002$, $J=0.08$ hartree and $a=10$ bohr, round parameters that represent no particular material. For $\eta=0$ the roots in (3) are $\sqrt{0.083464^2+0.000225}=0.08480$ and $\sqrt{0.076536^2+0.000225}=0.07799$. The gap at $\mathbf K$ is 0.00681 hartree, close to the strong-exchange value $2\sqrt3\lambda=0.00693$. The global gap listed in the numerical output, 0.006825 hartree or about 0.19 eV, is slightly larger than the gap at $\mathbf K$ because it was taken on a momentum grid that misses $\mathbf K$. It is a sampled value, and the true global gap cannot exceed the one at $\mathbf K$.

## Why the Hall conductance is one quantum

Near $\mathbf K$, put $\mathbf k=\mathbf K+\mathbf q$. To first order in $\mathbf q$, and at small $\kappa$, each cyclic element becomes $(t/2)(1+\sqrt3\,\mathbf q\cdot\mathbf d_{ij})$. The three $\mathbf d_{ij}$ have length $a/2$ and azimuths 0°, 120°, 240°. Their sum vanishes, so the diagonal elements for $l=\pm1$ have no linear term. The element between $l=1$ and $l=-1$ is, up to a constant phase,
$$\frac{t}{\sqrt3}\sum_{s=0}^{2}(\mathbf q\cdot\mathbf d_s)w^s=\frac{t}{\sqrt3}\cdot\frac a2\cdot\frac32(q_x+iq_y)=v(q_x+iq_y),\qquad v=\frac{\sqrt3}{4}ta .$$
This is a Dirac Hamiltonian with mass $M=\sqrt3\kappa$ up to sign. The curvature of its lower level has magnitude $v^2|M|/2(v^2q^2+M^2)^{3/2}$ and the sign of $M$ up to a fixed factor. Its contribution to $C$ has magnitude
$$\frac1{2\pi}\int_0^\infty\!2\pi q\,dq\,\frac{v^2|M|}{2(v^2q^2+M^2)^{3/2}}=\frac12 .$$
A sign change of $\kappa$ thus changes $C$ by one at $\mathbf K$. Inversion takes $\mathbf K$ to $-\mathbf K$ and preserves the curvature, so the second corner adds an equal change, and the jump is two.

At $\delta=0$ the jump occurs at $\eta=90^\circ$. A vertical mirror, treated below, gives $C(180^\circ-\eta)=-C(\eta)$. If the gap closes at the two corners and nowhere else, these facts require $|C|=1$ on either side. Equation (1), evaluated with the full six bands, gives $\sigma_{xy}=-1.00000\,e^2/h=-3.874\times10^{-5}$ S at $\eta=0$, and still $-1.0000\,e^2/h$ at $\eta=80^\circ$. Turning the moments shrinks the gap while the conductance stays put.

## The magnetization that comes along

In the coplanar state the in-plane spin components add to zero, although each site carries 0.33 $\mu_B$. The component $M_z$ need not vanish. With $g=2$ its spin part is $-\langle\sigma_z\rangle\mu_B$, and its sign can be found at strong exchange. At $\delta=0$ one has $\partial H/\partial\delta=-J\sum\sigma_z$, so the energy per cell obeys $dE/d\delta=-J\langle\sigma_z\rangle$. By (2), to leading order,
$$\langle\sigma_z\rangle=-\frac1J\frac{dE_b}{d\kappa}\frac{d\kappa}{d\delta}=\frac{\sqrt3\,t}{2J}\frac{dE_b}{d\kappa},$$
where $E_b$ is the energy of the filled projected band. The projected Hamiltonian is linear in $\kappa$, so its lowest eigenvalue is concave in $\kappa$. Complex conjugation with $\mathbf k\to-\mathbf k$ makes $E_b$ even. Hence $E_b$ falls as $|\kappa|$ grows, and for $\lambda\cos\eta>0$ the spin magnetization is positive. The computed value at $\eta=0$ is 0.050 $\mu_B$ per cell. The flux that bends the electrons also tips their spins, by an amount that decreases as $1/J$, while the Hall conductance remains one quantum.

There is an orbital part too. A wave packet in band $n$ has moment $-\frac12\langle\mathbf r\times\mathbf v\rangle_z$, with $\mathbf r$ taken from its centre. Inserting $x_{nm}=iv^x_{nm}/(\varepsilon_m-\varepsilon_n)$ and the same for $y$ gives
$$m_n=\sum_{m\neq n}\frac{\mathrm{Im}(v^x_{nm}v^y_{mn})}{\varepsilon_m-\varepsilon_n}.$$
A field $B$ also changes the density of states. The packet obeys $\dot{\mathbf r}=\nabla_k\varepsilon-\dot{\mathbf k}\times\hat{\mathbf z}\,\Omega$ and $\dot{\mathbf k}=-\nabla U-\dot{\mathbf r}\times\hat{\mathbf z}\,B$, where $U$ is a potential energy. Eliminating one velocity from the other equation gives
$$(1+B\Omega)\dot{\mathbf r}=\nabla_k\varepsilon+\nabla U\times\hat{\mathbf z}\,\Omega,\qquad(1+B\Omega)\dot{\mathbf k}=-\nabla U-\nabla_k\varepsilon\times\hat{\mathbf z}\,B .$$
To first order in $B$ the right-hand sides form a flow without divergence in phase space, so the conserved density of states is $(1+B\Omega)/(2\pi)^2$. At zero temperature, with $\mu$ in the gap, the grand potential per area is $\int\frac{d^2k}{(2\pi)^2}(1+B\Omega)(\varepsilon-mB-\mu)$. Minus its derivative at $B=0$ is
$$M_{\rm orb}=\int\!\frac{d^2k}{(2\pi)^2}\sum_{m\ne n}\frac{\mathrm{Im}(v^x_{nm}v^y_{mn})(\varepsilon_m+\varepsilon_n-2\mu)}{(\varepsilon_m-\varepsilon_n)^2}.\tag{4}$$
At midgap this gives 0.0212 $\mu_B$ per cell. The lattice spectrum in a real magnetic field, used without (4), gives the same number. Counting its levels below the gap also confirms the Hall integer, because the density of states above implies $\partial n/\partial B=C/2\pi=-\sigma_{xy}$.

## Removing the magnetization

The total $M_z$ of the coplanar insulator at midgap is $0.0499+0.0212=0.0711\,\mu_B$ per cell. Canting can cancel it. At $\delta=3.17^\circ$ the spin part is $-0.0136$ and the orbital part $+0.0136\,\mu_B$. Equation (2) gives
$$\kappa=0.002\times0.9985-0.00866\times0.0552=0.00152\ \text{hartree},$$
so the flux is reduced but keeps its sign. The strong-exchange gap is $2\sqrt3\kappa=0.0053$ hartree, against a sampled gap of 0.0052 in the full model. With the gap open, $\sigma_{xy}$ remains $-1.00000\,e^2/h$.

Canting is not even necessary. Differentiating (4) gives $\partial M_{\rm orb}/\partial\mu=C/2\pi$ per area. The cell area is $\sqrt3a^2/2=86.6$ bohr², and $\mu_B=1/2$ in these units. Raising $\mu$ by a quarter of the gap, 0.001706 hartree, must add
$$\frac{86.6}{2\pi}\times0.001706\times2=0.0470\ \mu_B$$
per cell. The computed values, 0.0212 and 0.0682 $\mu_B$, differ by this amount. The spin part does not change inside the gap. Lowering $\mu$ from midgap by $0.0711/(4\times0.0470)=0.38$ of the gap therefore gives zero total magnetization with strictly coplanar $\mathbf m_i$. The electron spin moments are still tilted by 2.9°, since each site has $0.0499/3$ of its 0.33 $\mu_B$ along $z$, and the orbital part cancels this. The point lies inside the gap, whose edge is at 0.50. The Hall conductance is again unchanged.

Both zeros are tuned. No symmetry holds $M_z$ at zero there, and a small change of parameters restores it. They show that $\sigma_{xy}$ is not a function of $M_z$ that vanishes with it.

## The general statement and its proof

**For a clean crystal sheet with spin-orbit coupling, $\sigma_{xy}$ and $M_z$ must both vanish if the magnetic state has a symmetry that reverses an axial, time-odd vector along $z$. If it has none, symmetry forbids neither, and their values depend on the electrons.**

Consider first a unitary spatial operation whose action in the plane is the matrix $R$. It maps eigenstates to eigenstates of the transformed system and rotates velocities by $R$. The part of $v^x_{nm}v^y_{mn}$ antisymmetric in $x,y$, which is the part kept by the imaginary part in (1), is multiplied by $\det R$. Time reversal $T$ is antiunitary and reverses velocities: $\langle Tn|\mathbf v|Tm\rangle=-\langle n|\mathbf v|m\rangle^*$. The two minus signs cancel in the product, the conjugation reverses its imaginary part, and $\sigma_{xy}$ changes sign. An operation thus multiplies $\sigma_{xy}$ by
$$s=\det R\times\begin{cases}+1&\text{without }T\\-1&\text{with }T.\end{cases}$$
The component $M_z$ acquires the same factor. It is the $z$ component of an axial vector, unchanged by the horizontal mirror and by the rotation $C_{2z}$, reversed by vertical mirrors and by $T$. If an operation with $s=-1$ leaves the state unchanged, then $\sigma_{xy}=-\sigma_{xy}=0$, and likewise for the magnetization. If every symmetry has $s=+1$, no such equation arises, and the insulator above shows that the value can then be finite. This completes the proof.

The statement sorts the coplanar states of the model, which repeat in every cell and are labelled by $\eta$, as follows.

- **Sheet with a horizontal mirror.** The mirror reverses in-plane moments and $T$ restores them. The product has $s=-1$, so $\sigma_{xy}=0$. A spin-orbit vector along $z$ respects this mirror.
- **Sheet with a twofold axis.** $C_{2z}$ also reverses in-plane moments, and $C_{2z}T$ has $s=-1$. Rashba coupling, whose in-plane vectors are opposite on up and down triangles, breaks the horizontal mirror but keeps this axis. The Hall conductance still vanishes. This needs moments that repeat in every cell: the $\sqrt3\times\sqrt3$ order at 120° is not invariant under $C_{2z}T$, and this argument does not forbid it a Hall conductance.
- **$D_{3d}$ sheet.** The staggered coupling breaks both operations. A vertical mirror through a site reverses the radial part of the moments and keeps the tangential part, so it takes $\eta$ to $180^\circ-\eta$ and gives $\sigma_{xy}(180^\circ-\eta)=-\sigma_{xy}(\eta)$. Tangential order is left unchanged by it and has no Hall conductance. Other angles are allowed one.

Numerically, the three forbidden cases give zero to rounding error in a metal at $\mu=-0.0815$ hartree and $kT=0.0002$ hartree.

## The metal, and the limit without spin-orbit coupling

At this chemical potential the Hall conductance of the coplanar states on the $D_{3d}$ sheet is not quantized:

| $\eta$ | $\sigma_{xy}$ ($e^2/h$) | spin $M_z$ ($\mu_B$ per cell) |
|---|---|---|
| 0° | −0.711 | 0.064 |
| 30° | −0.614 | 0.031 |
| 60° | −0.361 | 0.016 |
| 90° | 0 | 0 |

From 0° to 30° the spin magnetization falls by half and the Hall conductance by 14 percent. The two vanish together at 90°, as they must, but they are not proportional. At this chemical potential the conductance follows $\cos\eta$ closely: $0.711\cos30^\circ=0.616$ and $0.711\cos60^\circ=0.356$. The Dirac levels at the zone corners give an estimate with this form. The upper level has the opposite curvature and is filled up to an energy $E_F$ above the middle of the gap. Integrating its curvature up to that energy gives $\frac12(1-|M|/E_F)$, to be subtracted from the $\frac12$ of the lower level. The two corners together leave a Hall conductance of magnitude $|M|/E_F$ in units of $e^2/h$. By (2), $|M|=\sqrt3\,\lambda|\cos\eta|$ at strong exchange, while by (3) the middle of the gap hardly moves with $\eta$. At $\eta=0$ half the gap is 0.0034 hartree and $E_F=0.0864-0.0815=0.0049$ hartree, so the estimate is 0.69, against the computed 0.711. The estimate counts the corners only. At the zone centre the levels follow from (3) with $t\to-2t$ and $\lambda\to-2\lambda$, which puts the second band at $-0.0820$ hartree for $\eta=0$. This lies below $\mu$, so the band is occupied there as well. The estimate works near the bottom of the band, with 0.87 against 0.86 from (1) at $\mu=-0.0825$ hartree. It fails a little higher, with 0.58 against 0.83 at $\mu=-0.0805$ hartree.

Without spin-orbit coupling, spins may be rotated independently of the lattice, and there are more symmetries than the theorem lists. For coplanar moments, $T$ followed by a spin rotation of 180° about $z$ restores the state. A spin rotation does not act on velocities, so $\sigma_{xy}=0$. With the staggered coupling present, the same operation reverses its in-plane vectors, which amounts to $\lambda\to-\lambda$. Hence $\sigma_{xy}$ is odd in $\lambda$ for coplanar order. In a metal at finite temperature it goes smoothly to zero with $\lambda$. In the insulator at zero temperature it stays at one quantum as long as there is a gap, and for small $\lambda$ the gap closes as $|\lambda|$. This describes weak coupling; at $|\lambda|$ of order $t$ the gap closes in another way and reopens with the opposite sign of $\sigma_{xy}$.

The same freedom shows that the converse fails too: a magnetization does not guarantee a Hall effect. In a collinear ferromagnet along $z$ without spin-orbit coupling, $T$ followed by a spin rotation of 180° about $x$ restores the state and forbids $\sigma_{xy}$, while the spin magnetization is untouched. At the same $\mu$ this ferromagnet has a spin magnetization of magnitude 1.65 $\mu_B$ per cell and no Hall conductance. Adding a spin-orbit vector along $z$ gives $0.40\,e^2/h$ and changes the magnetization by about one percent. A large magnetization is thus compatible with a zero Hall conductance, and a zero magnetization with a full quantum.

## Calculated quantities

```
hopping t = 0.01 hartree
spin-orbit hopping lam = 0.002 hartree
exchange parameter J = 0.08 hartree
lattice constant a = 10.0 bohr
INSULATOR, one electron per cell, coplanar radial order
gap at K = 0.006809 hartree
gap at K, strong-exchange limit = 0.006928 hartree
global gap = 0.006825 hartree = 185.7 meV
midgap mu = -0.086397 hartree
sigma_xy = -1.00000 e^2/h = -3.8740e-05 S
sigma_xy at eta = 80 deg = -1.0000 e^2/h
spin moment on one site = 0.3307 mu_B
spin M_z = 0.04994 mu_B per cell
orbital M_z, midgap = 0.02115 mu_B per cell
orbital M_z from field spectrum = 0.02115 mu_B per cell
orbital M_z, mu a quarter gap higher = 0.06819 mu_B per cell
same from field spectrum = 0.06819 mu_B per cell
COMPENSATED INSULATOR, total M_z = 0
canting angle delta = 3.1656 deg
spin M_z = -0.01360 mu_B per cell
orbital M_z = 0.01360 mu_B per cell
size of total M_z = 1.3e-13 mu_B per cell
global gap = 0.005191 hartree
sigma_xy = -1.00000 e^2/h
METAL, fixed chemical potential
mu = -0.0815 hartree
kT = 0.0002 hartree = 63.2 K
eta = 0 deg: sigma_xy = -0.7108 e^2/h, spin M_z = 0.0640 mu_B per cell
eta = 30 deg: sigma_xy = -0.6144 e^2/h, spin M_z = 0.0307 mu_B per cell
eta = 60 deg: sigma_xy = -0.3605 e^2/h, spin M_z = 0.0159 mu_B per cell
eta = 90 deg: sigma_xy = -0.0000 e^2/h, spin M_z = 0.0000 mu_B per cell
FORBIDDEN BY SYMMETRY, same mu
no spin-orbit, radial: |sigma_xy| = 1e-16 e^2/h
mirror-symmetric sheet, radial: |sigma_xy| = 8e-17 e^2/h
C2z sheet with Rashba, radial: |sigma_xy| = 9e-17 e^2/h
D3d sheet, tangential: |sigma_xy| = 1e-16 e^2/h
FERROMAGNET along z, same mu
no spin-orbit: spin M_z = -1.6493 mu_B per cell
no spin-orbit: |sigma_xy| = 0e+00 e^2/h
with spin-orbit: spin M_z = -1.6347 mu_B per cell
with spin-orbit: sigma_xy = 0.4014 e^2/h
```
